\section*{Foiles Inversion with a Finite Cutoff: Embedding Functions from the Rose Curve}

\section{A case that can be inverted by hand}

In the embedded-atom model, the energy of a one-component system is
\begin{equation}
E_{\rm tot}=\sum_i F(\rho_i)+\frac12\sum_{i\ne j}\phi(r_{ij}),\qquad \rho_i=\sum_{j\ne i}f(r_{ij}).
\label{eam}
\end{equation}
Take $\phi=0$ and $f(r)=A(r_c-r)^3$ for $r<r_c$, with $f=0$ beyond. Consider an fcc crystal with nearest-neighbour distance $R$ between $r_c/\sqrt2$ and $r_c$. The second neighbours, at $\sqrt2R$, are then out of range and the twelve nearest neighbours give
\[
\rho=12A(r_c-R)^3,\qquad R=r_c-\left(\frac{\rho}{12A}\right)^{1/3}.
\]
If the energy per atom is to follow a prescribed curve $E(R)$, the embedding function has to be
\begin{equation}
F(\rho)=E\!\left(r_c-\left(\frac{\rho}{12A}\right)^{1/3}\right).
\label{toy}
\end{equation}
This is the Foiles inversion: the crystal serves as a table that assigns an energy to each density.

Equation (\ref{toy}) also shows two difficulties. As $\rho\to0^+$, $F$ tends to $E(r_c)$, whereas an isolated atom must have $F(0)=0$. If $E(r_c)\neq0$, $F$ is discontinuous. And if $E$ has a non-zero slope at $r_c$, then
\[
\frac{dF}{d\rho}=-\frac{E'(R)}{3(12A)^{1/3}\rho^{2/3}}
\]
diverges at zero density, even after the jump has been removed.

The Rose curve is negative at every finite large spacing. A crystal with finite-range functions has zero energy for $R>r_c$, so it cannot follow that curve at all spacings. It can follow it exactly up to a chosen spacing $R_t<r_c$, after which the curve must be led to zero. The scheme below does this.

\section{The prescribed curve}

Hartree atomic units are used. Energies are per atom and the isolated atom has zero energy. With $x=R/R_0-1$, $a=\alpha x$ and $g(a)=(1+a)e^{-a}$, the Rose curve is
\begin{equation}
E_R(R)=-E_c\,g(a).
\label{rose}
\end{equation}
Since $g'(a)=e^{-a}-(1+a)e^{-a}=-ae^{-a}$,
\[
E_R'(R)=\frac{E_c\alpha}{R_0}\,ae^{-a},\qquad
E_R''(R)=\frac{E_c\alpha^2}{R_0^2}(1-a)e^{-a}.
\]
The minimum is at $R_0$, with depth $E_c$ and curvature $E_c\alpha^2/R_0^2$.

The bulk modulus fixes $\alpha$. The fcc volume per atom is $\Omega=R^3/\sqrt2$, so $d\Omega/dR=3\Omega/R$. At the minimum $E'=0$, so the second volume derivative is $E''$ divided by $(d\Omega/dR)^2$:
\[
B=\Omega_0\frac{d^2E}{d\Omega^2}
=\Omega_0\,\frac{E_c\alpha^2}{R_0^2}\,\frac{R_0^2}{9\Omega_0^2}
=\frac{E_c\alpha^2}{9\Omega_0},
\qquad \alpha=\sqrt{\frac{9B\Omega_0}{E_c}} .
\]

The worked example is a model metal with round parameters: $E_c=0.13$ hartree (3.54 eV), $R_0=5$ bohr and $B=0.004$ hartree/bohr$^3$ (118 GPa). Then $\Omega_0=125/\sqrt2=88.39$ bohr$^3$ and $\alpha=\sqrt{9(0.004)(88.39)/0.13}=4.947$.

\section{The inversion}

Let shell $s$ contain $n_s$ neighbours at distance $c_sR$. The lattice sums are
\[
\rho(R)=\sum_s n_sf(c_sR),\qquad \Phi(R)=\frac12\sum_s n_s\phi(c_sR).
\]
Suppose $f$ is positive, continuous and strictly decreasing for $r<r_c$. For $R<r_c$ at least the first shell contributes, so $\rho(R)$ is strictly decreasing and each density belongs to one spacing $R(\rho)$. Equating the crystal energy to the prescribed curve gives
\begin{equation}
F(\rho)=E(R(\rho))-\Phi(R(\rho)),\qquad
F'(\rho)=\frac{E'(R)-\Phi'(R)}{\rho'(R)} .
\label{inv}
\end{equation}
The second relation is the chain rule applied to $F(\rho(R))=E(R)-\Phi(R)$. For given $f$, $\phi$ and $E$, $F$ is therefore unique on the densities the crystal visits.

If $f$ has a maximum that makes $\rho(R)$ non-monotonic, two spacings $R_1,R_2$ share one density. A solution then requires $E(R_1)-\Phi(R_1)=E(R_2)-\Phi(R_2)$, which a prescribed curve will not in general satisfy.

The example uses, for $r<r_c=8.25$ bohr,
\begin{align*}
f(r)&=f_e\,e^{-\beta(r/R_0-1)}\left(\frac{r_c-r}{r_c-R_0}\right)^3, & f_e&=\tfrac1{12},\ \beta=4,\\
\phi(r)&=\phi_e\,e^{-\gamma(r/R_0-1)}\left(\frac{r_c-r}{r_c-R_0}\right)^3, & \phi_e&=0.01\ \text{hartree},\ \gamma=8.
\end{align*}
The density is dimensionless. At $R_0$ the first shell gives 1 and the second 0.0046. With $\Phi(R_0)=0.0601$ hartree, $F=-0.1300-0.0601=-0.1901$ hartree at $\rho=1.0046$.

\section{What happens at the cutoff}

Write $\delta=r_c-R$ and $x_c=r_c/R_0-1$. Near the cutoff only the first shell is in range, and
\[
f\simeq A\delta^3,\quad \phi\simeq A_\phi\delta^3,\quad
A=\frac{f_ee^{-\beta x_c}}{(r_c-R_0)^3},\quad
A_\phi=\frac{\phi_ee^{-\gamma x_c}}{(r_c-R_0)^3}.
\]
Thus $\rho\simeq12A\delta^3$ and $\Phi\simeq6A_\phi\delta^3$. If $E\propto\delta^p$, its contribution to $F$ goes as $\rho^{p/3}$. A finite slope at zero density needs $p\ge3$: the energy must vanish at least as fast as the density.

\subsection{Abrupt cut}

With $E=E_R$ up to $r_c$, $F(0^+)=E_R(r_c)=-0.0220$ hartree, which is 17\% of $E_c$ in magnitude. When two isolated atoms come within range, each acquires this energy at once, because each now has a small positive density. The dimer energy jumps by $2E_R(r_c)=-0.0440$ hartree. Such a model does not conserve energy in molecular dynamics.

\subsection{Shifted and rescaled curve}

A shift of the Rose form removes the jump:
\[
E_S(R)=-E_c\,\frac{g(\kappa x)-\varepsilon}{1-\varepsilon},\qquad \varepsilon=g(\kappa x_c).
\]
Since $g(0)=1$ and $g'(0)=0$, depth and position of the minimum are kept. Since $g''(0)=-1$, the curvature is $E_c\kappa^2/[R_0^2(1-\varepsilon)]$, and keeping $B$ requires $\kappa^2=\alpha^2(1-\varepsilon)$. With $a_c=\kappa x_c$ this reads
\[
\frac{1-g(a_c)}{a_c^2}=\frac1{(\alpha x_c)^2}.
\]
From $g'(a)=-ae^{-a}$, $1-g(a_c)=\int_0^{a_c}ue^{-u}du=a_c^2\int_0^1te^{-a_ct}dt$. The left side is therefore $\int_0^1te^{-a_ct}dt$, which falls steadily from $1/2$ to 0. A positive solution exists, and is unique, if $\alpha x_c>\sqrt2$. Here $\alpha x_c=3.22$, giving $\kappa=4.352$ and $\varepsilon=0.226$.

The curve reaches zero with slope
\[
E_S'(r_c)=\frac{E_c\,\kappa\,a_ce^{-a_c}}{R_0(1-\varepsilon)}=0.0244\ \text{hartree/bohr}.
\]
Hence $E_S\simeq-E_S'(r_c)\delta$, and with $\delta\simeq(\rho/12A)^{1/3}$,
\[
F(\rho)\simeq-E_S'(r_c)\left(\frac{\rho}{12A}\right)^{1/3}.
\]
An atom in a dimer at distance $r_c-\delta$ has $\rho=A\delta^3$, so $F\simeq-E_S'(r_c)\,12^{-1/3}\delta$. The two atoms together give
\[
\left.\frac{dE_2}{dr}\right|_{r_c^-}=2\cdot12^{-1/3}E_S'(r_c)=0.0214\ \text{hartree/bohr},
\]
while outside the cutoff the force is zero. The energy is continuous but the force is not. The curve also departs from Rose by up to 0.0062 hartree between 4.5 and 6.5 bohr.

\subsection{Tapered curve}

Let $w=r_c-R_t$ and $t=(r_c-R)/w$. Take
\begin{equation}
E(R)=\begin{cases}E_R(R), & R\le R_t,\\ E_R(R)\,S(t), & R_t<R<r_c,\end{cases}
\qquad S=t^3(10-15t+6t^2).
\label{taper}
\end{equation}
Here $S(1)=1$ and $dS/dt=30t^2(1-t)^2$. The first and second derivatives of $S$ vanish at both ends, so $E$ has continuous second derivatives, and near $r_c$ it vanishes as $\delta^3$. The example uses $R_t=6.5$ bohr, $w=1.75$ bohr.

For the low-density form, expand to fourth order in $\delta$. Define
\[
\lambda=-\frac{E_R'(r_c)}{E_R(r_c)}=\frac{\alpha}{R_0}\,\frac{\alpha x_c}{1+\alpha x_c},\qquad
G=\frac{10E_R(r_c)}{w^3}.
\]
Then $E_R(r_c-\delta)\simeq E_R(r_c)(1+\lambda\delta)$ and $S\simeq10(\delta/w)^3(1-3\delta/2w)$. The exponentials in $f$ and $\phi$ contribute factors $1+\beta\delta/R_0$ and $1+\gamma\delta/R_0$. Therefore
\begin{align*}
\rho&=12A\delta^3\left(1+\frac{\beta\delta}{R_0}+\dots\right),\\
F&=(G-6A_\phi)\delta^3+\left[G\Big(\lambda-\frac3{2w}\Big)-\frac{6A_\phi\gamma}{R_0}\right]\delta^4+\dots
\end{align*}
The first line gives $\delta^3=(\rho/12A)(1-\beta\delta/R_0+\dots)$. In the correction terms it suffices to put $\delta=(\rho/12A)^{1/3}$. Substitution yields
\begin{align}
F&=F'_0\,\rho+c\,\rho^{4/3}+O(\rho^{5/3}),\qquad F'_0=\frac{G-6A_\phi}{12A},\label{low}\\
c&=(12A)^{-1/3}\left\{\frac{G(\lambda-3/2w)-6A_\phi\gamma/R_0}{12A}-\frac{\beta F'_0}{R_0}\right\}.\nonumber
\end{align}
In the example $A=1.803\times10^{-4}$ bohr$^{-3}$ and $A_\phi=1.61\times10^{-6}$ hartree/bohr$^3$. The results are $F_0'=-18.97$ hartree and $c=132.3$ hartree. The two terms are equal in size when $\rho^{1/3}=18.97/132.3=0.143$, that is at $\rho\approx0.003$. The expansion runs in $\rho^{1/3}$, so (\ref{low}) is accurate only far below this density: it is off by about 16\% at $\rho=3\times10^{-4}$ and by 3\% at $3\times10^{-5}$.

The slope is now finite, but $F''\simeq\frac49c\rho^{-2/3}$ still diverges. This does no harm to forces or stiffnesses. The second derivatives of $F(\rho_i)$ with respect to atomic positions contain $F''$ times products of two density gradients. For a neighbour at depth $\delta_j$ inside the cutoff, $|f'|\sim\delta_j^2\sim f_j^{2/3}\le$ const$\times\rho^{2/3}$. The product is at most of order $\rho^{-2/3}\rho^{4/3}=\rho^{2/3}$, which vanishes. The other contribution, $F'f''$, vanishes as $\delta_j$.

The value of $F'_0$ alone has no physical meaning. Replacing $F$ by $F+k\rho$ and $\phi$ by $\phi-2kf$ changes (\ref{eam}) by $k\sum_i\rho_i-k\sum_{i\ne j}f(r_{ij})=0$. A finite slope can be moved into the pair function in this way; a divergent one cannot be removed by any finite $k$.

\section{What the taper costs}

The whole energy $E_R(R_t)=-0.0732$ hartree must be given up within $w$, and within a small range of density. At $R_t$, $\rho=0.0470$ and $F=-0.0741$ hartree. The mean slope from zero density is $-0.07406/0.04702=-1.575$ hartree. By the mean value theorem, any continuous, differentiable completion of $F$ below this density has that slope somewhere, for the given $f$ and $\phi$. At equilibrium the slope is $-0.087$ hartree.

The slope $dE/dR$ of the uniformly expanded crystal is affected as well. In the taper,
\[
E'(R)=E_R'\,S-\frac{E_R}{w}\,\frac{dS}{dt},
\]
where both terms are positive. The Rose curve has its largest slope at $a=1$, equal to $E_c\alpha/(eR_0)=0.0473$ hartree/bohr at 6.01 bohr. The tapered curve has a larger one, 0.0696 hartree/bohr at 7.09 bohr. This second maximum is an artefact. It is less prominent in the tension, $dE/d\Omega=\sqrt2\,E'(R)/(3R^2)$, because of the factor $1/R^2$: the tension has a maximum of $6.48\times10^{-4}$ hartree/bohr$^3$ (19.1 GPa) at 5.75 bohr, on the Rose part, and a second one of $6.58\times10^{-4}$ hartree/bohr$^3$ (19.4 GPa) near 7.0 bohr, in the taper. The mean slope over the taper is only $0.0732/1.75=0.0418$ hartree/bohr; since this is below 0.0473, the energy to be removed does not by itself force so high a peak, and the height depends on the form chosen for $S$. At the peak, $t=0.66$, the first term gives 0.026 and the second 0.043 hartree/bohr. Calculations of fracture or of strongly stretched crystals should not rely on spacings beyond $R_t$. A larger $r_c$ with $R_t$ moved outwards reduces the energy to be removed.

\section{Knots at finite density}

$F$ also inherits weak singularities from shells that cross the cutoff. Differentiating $F(\rho(R))=E-\Phi$ three times gives
\[
F'''\rho'^3+3F''\rho'\rho''+F'\rho'''=E'''-\Phi'''.
\]
All functions here have continuous second derivatives in $R$, so $F'$ and $F''$ are continuous at positive density. Let $\Delta$ denote the value on the dense side minus that on the dilute side. Then
\begin{equation}
\Delta F'''=\frac{\Delta E'''-\Delta\Phi'''-F'\Delta\rho'''}{\rho'^3}.
\label{knot}
\end{equation}
When shell $s$ leaves the range at $R=r_c/c_s$, its leading term $n_sA(r_c-c_sR)^3$ gives $\Delta\rho'''=-6n_sAc_s^3$. Likewise $\Delta\Phi'''=-3n_sA_\phi c_s^3$. For the second shell this happens at $R=5.83$ bohr, $\rho=0.211$, and $\Delta F'''=0.034$ hartree.

At $R_t$ the energy itself has a jump. Since $d^3S/dt^3=60$ at $t=1$ and $dt/dR=-1/w$, the dilute side has the extra term $-60E_R(R_t)/w^3$, so
\[
\Delta E'''=\frac{60E_R(R_t)}{w^3}=\frac{60(-0.0732)}{5.36}=-0.82\ \text{hartree/bohr}^3 .
\]
With one shell in range, $\rho'=-\rho[\beta/R_0+3/w]=-0.0470(0.80+1.71)=-0.118$ bohr$^{-1}$. Its cube is $-0.00165$ bohr$^{-3}$, and $\Delta F'''=496$ hartree. Both factors in (\ref{knot}) make this knot stronger than the second-shell one. There $\rho'=-0.211(0.80+1.24)=-0.43$ bohr$^{-1}$, its cube is $-0.080$ bohr$^{-3}$, and the numerator is $0.0336\times(-0.080)=-0.0027$ hartree/bohr$^3$. At $R_t$ the numerator is about 300 times larger and the cube about 50 times smaller. It belongs to the density, not to a distance: an atom leaving a surface that passes through $\rho=0.047$ meets it although no neighbour crosses a cutoff. Properties that need third derivatives, such as anharmonic force constants, are discontinuous there.

\section{Low density without a cutoff}

To separate the effect of the cutoff from that of the Rose curve, let $f=f_ee^{-\beta x}$ and $\phi=\phi_ee^{-\gamma x}$ at all distances, with $\gamma>\alpha$. At large $R$ the second shell is smaller than the first by the factor $\frac12e^{-\beta(\sqrt2-1)R/R_0}$, and $\Phi$ decays faster than $E_R$. To leading order, with $y=\rho/(12f_e)$,
\[
y=e^{-\beta x},\qquad \alpha x=-\nu\ln y,\qquad \nu=\alpha/\beta .
\]
Inserting this in (\ref{rose}) gives
\begin{equation}
F\simeq-E_cy^\nu(1-\nu\ln y).
\label{uncut}
\end{equation}
Its derivative is
\[
\frac{dF}{dy}\simeq-E_c\left[\nu y^{\nu-1}(1-\nu\ln y)-\nu y^{\nu-1}\right]
=E_c\nu^2y^{\nu-1}\ln y .
\]
The slope diverges for $\alpha\le\beta$ (logarithmically at equality) and vanishes for $\alpha>\beta$. In the example, $\beta=4$ gives $\nu=1.24$, and $dF/dy$ shrinks from $-0.238$ hartree at $R=3R_0$ to $-0.072$ at $5R_0$. With $\beta=6$, $\nu=0.82$, and it grows from $-8.7$ to $-143$ hartree.

A steep $F$ at low density is thus not purely a cutoff effect. Here it leaves the forces regular: the force on a dimer contains $(dF/dy)\,y\sim y^\nu\ln y$, which tends to zero. For $\beta=2\alpha$, (\ref{uncut}) contains the square root of the second-moment model, multiplied by a logarithmic factor.

\section{Algorithm}

\begin{verbatim}
input: Ec, R0, B, f, phi, rc, R_t, R_min, N
alpha = sqrt(9 B Omega0 / Ec)
check that rho(R) decreases on [R_min, rc]
u_max = rho(R_min)^(1/3)
for k = 0 .. N-1:
    u = k u_max/(N-1)
    if k == 0: F[k] = 0
    else:
        solve rho(R)^(1/3) = u for R in [R_min, rc]
        F[k] = E_tapered(R) - Phi(R)
fit a cubic spline to F as a function of u
check: explicit lattice sums reproduce E(R) and B
\end{verbatim}

\paragraph{Choice of variable.} Near the cutoff $\rho^{1/3}=(12A)^{1/3}\delta(1+\dots)$ is a smooth function of $\delta$ with non-zero slope, so $\delta$, and with it $F$, is smooth in $u=\rho^{1/3}$. In $\rho$ itself, $F$ has the $\rho^{4/3}$ term. The resolution differs too. For 201 nodes up to $\rho=2.325$, a uniform grid in $\rho$ has spacing 0.0116 and places about four intervals in the taper, $\rho<0.047$. A uniform grid in $u$ has spacing 0.0066 and places about 54 there. The largest spline errors in $F$ are $4.6\times10^{-3}$ and $1.5\times10^{-7}$ hartree respectively.

The root search is also better posed in $u$: $\rho(R)$ has a triple zero at $r_c$, while $u(R)$ has a simple one.

\paragraph{Derivatives.} Forces need $dF/d\rho=(dF/du)/(3u^2)$. The exact $dF/du$ vanishes as $u^2$, but a spline's need not, and the quotient can then be inaccurate at small $u$. A remedy is to tabulate $H(u)=F/\rho$ with $H(0)=F_0'$ from (\ref{low}). Since $du/d\rho=1/(3u^2)$,
\[
\frac{dF}{d\rho}=H+\rho\,\frac{dH}{du}\,\frac1{3u^2}=H+\frac u3\,\frac{dH}{du},
\]
which contains no division by a small number. This variant follows from the algebra; the program tests the table of $F$, not that of $H$.

\paragraph{Cost.} Construction takes $N$ root searches, each with a few lattice sums over the shells in range. It is done once. The root searches can be avoided by choosing spacings $R_k$, computing the pairs $(u_k,F_k)$ directly, and fitting a spline on the non-uniform nodes. In a simulation, $F$ costs one table lookup per atom, whereas the sums for $\rho_i$ and $\phi$ run over all neighbours.

\paragraph{Range.} The table ends at $\rho(R_{\min})$. Larger densities need a smaller $R_{\min}$, with the prescribed curve trusted down to that spacing, so a lookup beyond the end should raise an error rather than extrapolate the spline.

\section{What the construction does not guarantee}

For the example, explicit lattice sums reproduce the Rose energy between 4.5 and 6.5 bohr to rounding error, and they return the input bulk modulus. This concerns uniformly scaled fcc crystals. Other structures combine $\rho$ and the pair energy differently, and (\ref{inv}) does not constrain them separately.

The dimer shows how large the effect can be. Its energy is $E_2(r)=2F(f(r))+\phi(r)$. At $r=5$ bohr each atom has $\rho=1/12=0.083$, a density the crystal reaches between 6.0 and 6.5 bohr, where $F$ lies between $-0.100$ and $-0.074$ hartree. Each atom thus gets the embedding energy of a moderately stretched crystal from a single neighbour. The minimum is at $r=4.40$ bohr with $E_2=-0.181$ hartree ($-4.9$ eV), so the total dimer binding energy is 1.40 times $E_c$, or $0.70E_c$ per atom, from one neighbour instead of twelve.

The taper is not responsible. Since $f$ decreases with distance, the density at 4.40 bohr exceeds $1/12$, which lies above the taper's limit of 0.047. The well depth follows from the Rose part of the curve together with the chosen $f$ and $\phi$. If small clusters matter, these two functions must be adjusted to them and $F$ recomputed; the crystal then still follows the same curve.

The numerical check compares the formulas for the cutoff behaviour, the low-density coefficients and the knots with direct numerical evaluation (the estimate of $c$ uses the formula for $F'_0$, which is tested separately through the dimer), and confirms with an explicit lattice that the $F$ built from (\ref{inv}) returns the prescribed energy and bulk modulus; its label $E/x^3$ for the dimer means $E_2/\delta^3$ here.

\section*{Calculated quantities}
\begin{verbatim}
Ec = 0.13 hartree = 3.537 eV; R0 = 5.0 bohr
B = 0.004 hartree/bohr^3 = 117.7 GPa
cutoff rc = 8.25 bohr; taper start = 6.5 bohr
density: f(R0) = 0.083333, decay beta = 4.0
pair: phi(R0) = 0.01 hartree, decay gamma = 8.0
Omega0 = 88.3883 bohr^3; alpha = 4.94740
Tapered: R (bohr), rho, E, Phi, F (hartree)
  4.50 2.325126 -0.107726 0.205796 -0.313522
  5.00 1.004552 -0.130000 0.060052 -0.190052
  5.50 0.406263 -0.118480 0.016334 -0.134814
  6.00 0.149095 -0.096152 0.004020 -0.100171
  6.50 0.047023 -0.073206 0.000850 -0.074055
  7.00 0.011487 -0.045780 0.000139 -0.045919
  7.50 0.001663 -0.014000 0.000014 -0.014014
  8.00 0.000041 -0.000617 0.000000 -0.000617
max |crystal - Rose|, 4.5 to 6.5 bohr: 2.4e-16 hartree
B from lattice sums, tapered: 0.0040000 hartree/bohr^3
B from lattice sums, shifted: 0.0040000 hartree/bohr^3
Rose energy at cutoff: -0.021990 hartree
  as a fraction of Ec: 0.1692
abrupt cut, dimer energy just inside rc: -0.043979 hartree
shifted: kappa = 4.35196, epsilon = 0.22622
shifted: max deviation from Rose, 4.5-6.5 bohr: 0.006234 hartree
shifted: crystal slope at rc: 0.024441 hartree/bohr
shifted: dimer slope at rc, measured: 0.021352 hartree/bohr
shifted: dimer slope, formula: 0.021351 hartree/bohr
A of f = 1.80303e-04 bohr^-3; A of phi = 1.60701e-06 hartree/bohr^3
tapered: F'(0+) = -18.9679 hartree
tapered: dimer E/x^3, measured: -6.838339e-03 hartree/bohr^3
tapered: dimer E/x^3, formula: -6.838334e-03 hartree/bohr^3
rho^(4/3) coefficient, measured 132.276, formula 132.277 hartree
at taper start: rho = 0.047023, F = -0.074055 hartree
  mean slope F/rho from zero: -1.5749 hartree
F' at equilibrium: -0.08695 hartree
second-shell knot: R = 5.8336 bohr, rho = 0.21096
  F''' jump: measured 0.033641, formula 0.033641 hartree
taper knot F''' jump: measured 495.914, formula 495.914 hartree
max dE/dR, rose: 0.04732 hartree/bohr at 6.011 bohr
max dE/dR, shifted: 0.05380 hartree/bohr at 6.149 bohr
max dE/dR, tapered: 0.06956 hartree/bohr at 7.093 bohr
no cutoff, beta=4.0: alpha/beta=1.2369; dF/dy at 3R0 -2.3795e-01, at 5R0 -7.1914e-02 hartree
no cutoff, beta=6.0: alpha/beta=0.8246; dF/dy at 3R0 -8.7045e+00, at 5R0 -1.4294e+02 hartree
spline, 201 nodes, rho from 0 to 2.3251:
  max error uniform in rho: 4.64e-03 hartree
  max error uniform in rho^(1/3): 1.51e-07 hartree
dimer well: r = 4.4012 bohr, E = -0.18136 hartree = -4.935 eV
  dimer binding / Ec = 1.3951
\end{verbatim}
